Second-order passivation of dangling bonds by a limited hydrogen supply

**1. Very little hydrogen**

A silicon atom at a Si/SiO₂ interface that lacks one bonding partner carries a dangling bond. The bond is electrically active until a hydrogen atom attaches to it. Let N(t) be the number of active bonds per unit area and h(t) the number of hydrogen atoms per unit area still available to them, with initial values N₀ and h₀.

Suppose first that h₀ is very small compared with N₀. Even if every hydrogen atom finds a bond, N hardly changes, so each atom always sees about N₀ partners. If an atom reacts with probability kN₀ per unit time, then

dh/dt ≈ −kN₀h, so h ≈ h₀ exp(−kN₀t).  (1)

Each atom that disappears takes one active bond with it. The number of bonds passivated by time t is therefore h₀ − h, and

N ≈ N₀ − h₀[1 − exp(−kN₀t)].  (2)

At long times N tends to N₀ − h₀. The reaction stops for want of hydrogen, and the bonds left over are the excess of bonds over atoms. When h₀ is comparable with N₀, the density of partners falls during the reaction and (1) no longer holds. The final value survives, but the approach to it changes.

**2. Rate equations and the conserved difference**

The model rests on four assumptions.

- One hydrogen atom passivates one bond, and the bond stays passivated.
- No hydrogen enters, leaves or is used elsewhere.
- Both populations are well mixed, so the number of encounters is proportional to the product Nh.
- All bonds have the same rate constant k.

The third assumption is a mean-field one: it replaces the local arrangement of atoms and bonds by average densities. Each reaction removes one member of each population, hence

dN/dt = −kNh,  (3)

dh/dt = −kNh.  (4)

The rate is of second order because it contains two densities. Both are areal, in cm⁻², so k has the unit cm²/s. Subtracting (4) from (3) gives d(N − h)/dt = 0, and therefore

N(t) − h(t) = N₀ − h₀ ≡ D.  (5)

Here 0 < h₀ < N₀, so D is positive.

Equation (5) does not by itself show that N ends at D. It would also hold if the reaction stalled with hydrogen left over. What remains to be shown is that h goes to zero.

**3. Why all the hydrogen is used**

Divide (4) by h and integrate; divide (3) by N and integrate. The results are

h(t) = h₀ exp[−k∫₀ᵗ N dt′], N(t) = N₀ exp[−k∫₀ᵗ h dt′].  (6)

Exponentials are positive, so neither density changes sign. Equation (3) then says that N decreases, which gives N ≤ N₀. Equation (5) with h > 0 gives N = D + h > D. Thus N lies between D and N₀ throughout. Putting these two limits into the first integral of (6) yields

h₀ exp(−kN₀t) ≤ h(t) ≤ h₀ exp(−kDt).  (7)

The upper bound tends to zero because D > 0. Hence h → 0, and by (5)

N(t) → D = N₀ − h₀ as t → ∞.  (8)

This is the saturation law. Its physical basis is that the last hydrogen atoms never run out of partners: at least D active bonds remain, so each atom reacts at a rate of at least kD. The lower bound in (7) shows that the limit is not reached at any finite time.

**4. The full time dependence**

Use (5) to eliminate N = D + h from (4):

dh/dt = −kh(D + h).  (9)

Separating the variables gives

dh/[h(D + h)] = −k dt.  (10)

The left side splits into partial fractions. Since

1/h − 1/(D + h) = [(D + h) − h]/[h(D + h)] = D/[h(D + h)],

equation (10) becomes, after multiplication by D,

[1/h − 1/(D + h)] dh = −kD dt.  (11)

Integrate from time 0, where h = h₀ and D + h₀ = N₀, to time t:

ln(h/h₀) − ln[(D + h)/N₀] = −kDt.

Exponentiating and moving the constants to the right gives

h/(D + h) = (h₀/N₀) exp(−kDt).  (12)

The left side is h/N. The ratio of hydrogen to active bonds therefore decays as a pure exponential, although neither density does so alone. Write q for the right side of (12). Then h = q(D + h), so h(1 − q) = qD and

h(t) = D q/(1 − q), q = (h₀/N₀) exp(−kDt).  (13)

Adding D gives N = D[q + (1 − q)]/(1 − q), or

N(t) = D/[1 − (h₀/N₀) exp(−kDt)].  (14)

At t = 0 the denominator is (N₀ − h₀)/N₀ = D/N₀, so N = N₀ as required. To confirm the rate law, note that dq/dt = −kDq. Differentiating N = D/(1 − q) gives

dN/dt = D(dq/dt)/(1 − q)² = −k[D/(1 − q)][Dq/(1 − q)] = −kNh,

which is (3).

Late in the reaction q is small, and (13) reduces to

h = N − D ≈ D(h₀/N₀) exp(−kDt).  (15)

The relative rate of hydrogen loss, −(1/h)dh/dt = kN, thus falls from kN₀ at the start to kD at the end. The time at which a density h remains follows from solving (12) for t:

t = (1/kD) ln[h₀(D + h)/(N₀h)].  (16)

For h₀ much smaller than N₀, D is close to N₀ and q is small from the start. Equation (13) then gives h ≈ h₀ exp(−kDt), which differs from (1) by only a small fraction of h₀. The ratio of the two nevertheless grows roughly as exp(kh₀t), so (1) underestimates the last traces of hydrogen.

**5. Equal populations and excess hydrogen**

As h₀ approaches N₀, the final decay rate kD vanishes. To take the limit, put h₀ = N₀ − D in the denominator of (14) and expand for small D at fixed t:

1 − (1 − D/N₀)(1 − kDt + …) = D(1/N₀ + kt) + terms of order D².

The factor D cancels against the numerator, leaving

N = h = N₀/(1 + kN₀t).  (17)

The density still tends to the initial difference, now zero, but algebraically. Each survivor has ever fewer partners, and no surplus keeps the reaction going.

If hydrogen is in excess, set E = h₀ − N₀ > 0, so that D = −E. Multiplying numerator and denominator of (14) by −1 gives

N(t) = E/[(h₀/N₀) exp(kEt) − 1].  (18)

This tends to zero. The general final value is thus the larger of N₀ − h₀ and zero, and saturation at the signed difference requires h₀ ≤ N₀.

**6. Hydrogen supplied as molecules**

In an oxide, hydrogen is commonly present as H₂. Let m be the number of molecules per unit area, and suppose that passivation has two steps:

active bond + H₂ → passivated bond + H (slow),

active bond + H → passivated bond (fast).

The slow step occurs at the rate kNm. If the freed atom is captured at once, each slow event removes two active bonds and two hydrogen atoms. With h = 2m,

dN/dt = −2kNm = −kNh, dh/dt = 2 dm/dt = −2kNm = −kNh.  (19)

These are again (3) and (4), with h counting atoms rather than molecules.

The slow step can also be described by a volume rate constant k_f, multiplying the concentration c of H₂ at the interface. For molecules spread evenly through an oxide of thickness d, c = m/d. Comparing k_f N c with kNm gives

k = k_f/d.  (20)

A thicker oxide dilutes the same areal supply and slows the reaction in proportion.

The fast step is not instantaneous. If its rate constant is Rk, free atoms of density x are made at the rate kNm and captured at the rate RkNx. These balance when x ≈ m/R, so the error of (19) should be of relative order 1/R.

**7. A sealed oxide at 673 K**

Consider a 50 nm oxide under a hydrogen-tight cap. The interface starts with N₀ = 1.0 × 10¹² cm⁻² active bonds, and the oxide holds 6 × 10¹⁶ cm⁻³ dissolved H₂. Both densities are chosen for the example. With d = 5 × 10⁻⁶ cm,

h₀ = 2cd = 2(6 × 10¹⁶)(5 × 10⁻⁶) cm⁻² = 6 × 10¹¹ cm⁻²,

D = (10 − 6) × 10¹¹ cm⁻² = 4 × 10¹¹ cm⁻².

For the slow step take a prefactor of 10⁻⁷ cm³/s and a barrier of 1.5 eV, which are rough typical values. At 673 K the thermal energy k_BT is 0.0580 eV, so

k_f = 10⁻⁷ exp(−1.5/0.0580) cm³/s ≈ 5.9 × 10⁻¹⁹ cm³/s,

and (20) gives k ≈ 1.17 × 10⁻¹³ cm²/s. The initial and final relative rates of hydrogen loss are kN₀ = 0.117 s⁻¹ and kD = 0.0468 s⁻¹. Equation (14) gives the following densities, in units of 10¹² cm⁻².

| t (s) | N | h |
|---|---|---|
| 0 | 1.000 | 0.600 |
| 5 | 0.762 | 0.362 |
| 20 | 0.523 | 0.123 |
| 40 | 0.441 | 0.041 |
| 80 | 0.406 | 0.006 |
| 160 | 0.400 | 0.000 |

The last entry for h is 0.00013 before rounding. From (16), with 1/(kD) = 21.4 s, half of the hydrogen is used after

t = 21.4 s × ln[0.6 × 0.7/0.3] = 21.4 s × ln 1.4 ≈ 7.2 s,

and 99% of it after

t = 21.4 s × ln[0.6 × 0.406/0.006] = 21.4 s × ln 40.6 ≈ 79 s.

With equal populations and the same N₀ and k, (17) requires 1 + kN₀t = 100 for the same 99%, which takes 846 s. In this example the surplus of bonds thus makes the time to 99% use about ten times shorter, at the price of leaving that surplus active.

The size of the error in (19) can be found by integrating the two-step mechanism numerically. The largest deviation of N from (14) during the first 200 s is 2.8 × 10⁹ cm⁻² for R = 100 and 3.0 × 10⁸ cm⁻² for R = 1000. It occurs early, once the pool of free atoms has built up, and lies just below m₀/R with m₀ = h₀/2 = 3 × 10¹¹ cm⁻². It thus falls approximately as 1/R, as expected.

**8. Effects that change the pace**

A freed hydrogen atom may strip a passivated bond instead of capturing an active one:

passivated bond + H → active bond + H₂.

Let a be the ratio of the stripping to the capture rate constant. Since N₀ − N bonds are passivated, the freed atom is captured with probability

p = N/[N + a(N₀ − N)].  (21)

The slow event has already removed one active bond. Capture removes another, whereas stripping restores one. The mean change in N per slow event is −1 − p + (1 − p) = −2p, so

dN/dt = −pkNh.  (22)

Stripping returns the hydrogen to the store as H₂. The difference N − h is still D, and p stays above D/(D + ah₀), so h still decays to zero. The plateau does not move. For an assumed a = 0.1, p falls from 1 to 0.4/(0.4 + 0.06) ≈ 0.87. Numerical integration of the full mechanism, with R = 10⁴ and with pairing of free atoms into H₂ included at the capture rate constant, puts the 99% time at 88 s instead of 79 s. The delay grows with a: for a = 1 the time is 167 s.

Real interfaces also have a spread of passivation barriers. Take a Gaussian of standard deviation σ = 0.06 eV about the same 1.5 eV, a rough typical width. Then σ/k_BT = 1.035, which is not small. The rate constant averaged over all bonds at the start exceeds that at the central barrier by the factor

exp[σ²/(2k_B²T²)] = exp(1.035²/2) ≈ 1.7.  (23)

The reaction therefore begins faster. The bonds with low barriers are used up first, so the average rate constant of the survivors then falls. Dividing the Gaussian into 61 classes between −4σ and +4σ, and letting each freed atom choose an active bond at random, gives numerically 4.9 s for half of the hydrogen and 74 s for 99%. The first time is about 30% shorter than with a single barrier, the second only about 7% shorter. These figures depend on the capture rule. If the freed atom instead chooses bonds in proportion to their slow-step rate constants, the times are 5.6 s and 101 s, and the 99% time is longer than with a single barrier. The final density is again D, because every class can still react and the count of atoms is unchanged.

In (14), for given N₀ and h₀, temperature acts through k alone. At 683 K the rate constant is 1.46 times as large, and all times in (16) are shorter by that factor. Diffusion is no obstacle here: with a rough H₂ diffusivity of 2.6 × 10⁻⁷ cm²/s, the time d²/diffusivity is about 10⁻⁴ s, far below the reaction time 1/(kN₀) ≈ 8.5 s. The supply is well mixed across the oxide thickness.

**9. Effects that move the plateau**

Suppose that hydrogen leaks away at the rate λh. Equation (3) is unchanged, but (4) becomes

dh/dt = −kNh − λh.  (24)

Because N decreases steadily, it can serve as the variable in place of t. Dividing (24) by (3) gives

dh/dN = 1 + λ/(kN).  (25)

Integration from N₀ to N yields

h − h₀ = N − N₀ + (λ/k) ln(N/N₀).  (26)

The leak alone ensures h → 0. Setting h = 0 in (26) gives the final density N∞:

N∞ = D + (λ/k) ln(N₀/N∞).  (27)

The logarithm is positive, so leakage raises the plateau. For an assumed lifetime 1/λ of 3600 s, the solution is N∞ = 4.02 × 10¹¹ cm⁻², which is 0.5% above D. For 600 s it is 4.13 × 10¹¹ cm⁻², or 3.2% above D. Since N∞ exceeds D, the shift is less than (λ/k) ln(N₀/D). It is small compared with D when λ ln(N₀/D) is much less than kD, the final relative rate of the reaction.

Thermal breaking of passivated bonds makes the reaction reversible. Let each bond break at the rate κ and return its hydrogen to the store. Then N − h = D still holds, and the number of passivated bonds is N₀ − N = h₀ − h. The forward and backward rates balance when

k(D + h)h = κ(h₀ − h).  (28)

For small κ the remaining hydrogen is h ≈ κh₀/(kD). With a rough attempt rate of 10¹³ s⁻¹ and a barrier of 2.8 eV, κ = 1.1 × 10⁻⁸ s⁻¹ at 673 K, and

h ≈ (1.1 × 10⁻⁸)(6 × 10¹¹)/0.0468 cm⁻² ≈ 1.4 × 10⁵ cm⁻².

This is the excess of N over D at equilibrium. Compared with 4 × 10¹¹ cm⁻² it is negligible, so treating passivation as irreversible is justified for these values. Equation (28) assumes that the freed hydrogen rejoins the store directly. In the two-step mechanism a broken bond releases an atom, which active bonds mostly recapture; for a = 0.1 the remainder is then smaller still. For large R it is about 2ah₀/D times the value from (28): 0.3 times for a = 0.1 and 3 times for a = 1, negligible in either case.

**10. The model beside a real interface**

An initial density near 10¹² cm⁻² is a reasonable order of magnitude for an oxidized silicon surface before passivation, though it depends on orientation and processing. The plateau of 4 × 10¹¹ cm⁻² is far above the rough 10¹⁰ cm⁻² expected of a good device interface; the example is deliberately starved of hydrogen. An anneal in flowing hydrogen is a different case. There the gas keeps h near a fixed value h_s. Without stripping, (3) gives N = N₀ exp(−kh_st), with no plateau at D. Stripping makes the late decay slower than this exponential, because p in (21) falls with N. Even under a cap, the assumption most open to doubt is the closed hydrogen budget. A silicon nitride cap may itself release hydrogen, and the silicon or the gate may absorb some. Each additional 10¹⁰ cm⁻² atoms that reach the bonds lower the plateau by 10¹⁰ cm⁻², as long as bonds remain in excess. A small relative error in h₀ produces a relative error in D that is h₀/D times as large. This factor exceeds one only when h₀ is more than half of N₀; here it is 1.5. Thus 10% more hydrogen means 0.6 × 10¹¹ cm⁻² more atoms and a plateau 15% lower.

Good mixing along the interface matters too. If separate regions cannot exchange hydrogen, each ends at its own difference or at zero, whichever is larger. A region with excess hydrogen cannot help a starved one. If any region has such an excess, the average active density ends above the difference of the average populations; if every region is starved, the two are equal.

All numerical values are calculated from the stated model.
